# Why a Positive Standard Free Energy Does Not Forbid Precursor Dissociation: a program that tests the result

```python
"""Dissociation AB(g) <=> A(g) + B(g) with positive standard free energy.

Result under test: the reaction free energy is
    dG = dG0 + R T ln(pA pB / (pAB p0)),
so pure AB at total pressure P reaches the dissociated fraction
    alpha = sqrt(K / (K + P/p0)),   K = exp(-dG0/(R T)).
Symbols: dG0 standard free energy, p0 = 1 bar standard pressure,
alpha fraction of AB dissociated, r moles of inert gas per initial mole AB.
Energies are in kJ/mol, pressures in bar, temperatures in K.
The precursor is a model with round parameters, not a named substance.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln, xlogy

R = constants.R / 1000.0             # kJ/(mol K)
H0, S0, T = 160.0, 0.140, 800.0      # kJ/mol, kJ/(mol K), K
RT = R * T
MU_A = 30.0                          # arbitrary split of dG0 between A and B


def standard_free_energy(temp):
    return H0 - temp * S0


def gibbs(amounts, mu0, pressure, temp):
    """Total Gibbs energy of an ideal mixture; pressure is relative to p0."""
    n = np.asarray(amounts, dtype=float)
    total = n.sum()
    mixing = xlogy(n, n / total).sum() + total * np.log(pressure)
    return float(np.dot(n, mu0) + R * temp * mixing)


def precursor_gibbs(a, pressure, temp=T, inert=0.0, shift=0.0):
    mu_b = standard_free_energy(temp) - MU_A
    mu0 = np.array([0.0, MU_A, mu_b, 0.0]) + shift
    return gibbs([1 - a, a, a, inert], mu0, pressure, temp)


def minimum(function):
    found = minimize_scalar(function, bounds=(0.0, 1.0), method="bounded",
                            options={"xatol": 1e-10, "maxiter": 500})
    assert found.success
    return found.x


def alpha_minimized(pressure, temp=T, inert=0.0, shift=0.0):
    return minimum(lambda a: precursor_gibbs(a, pressure, temp, inert, shift))


dG0 = standard_free_energy(T)
K = np.exp(-dG0 / RT)
MIN_TOL = 3e-6    # a flat minimum is located only to about sqrt(round-off)


def alpha_formula(pressure):
    return np.sqrt(K / (K + pressure))


def reaction_free_energy(a, pressure):
    return dG0 + RT * np.log(a**2 / (1 - a**2) * pressure)


# Equilibrium: direct minimization against the closed formula.
pressures = [1.0, 1e-1, 1e-2, 1e-3, 1e-4, 1e-5]
for p in pressures:
    assert abs(alpha_minimized(p) - alpha_formula(p)) < MIN_TOL
p_half = 3 * K
assert abs(alpha_minimized(p_half) - 0.5) < MIN_TOL
sqrt_estimate = np.sqrt(K)
assert abs(sqrt_estimate / alpha_minimized(1.0) - 1) < 1e-3

# Reaction free energy: slope of the total Gibbs energy.
states = [(0.01, 1.0), (0.20, 1.0), (0.20, 1e-3)]
step = 1e-5
for a, p in states:
    slope = (precursor_gibbs(a + step, p)
             - precursor_gibbs(a - step, p)) / (2 * step)
    assert abs(slope - reaction_free_energy(a, p)) < 1e-4
assert reaction_free_energy(*states[0]) < 0
assert reaction_free_energy(*states[1]) > 0
assert reaction_free_energy(*states[2]) < 0

# New standard pressure: integrate the molar volume of each gas.
new_standard = 1e-4
mu_shift = quad(lambda p: RT / p, 1.0, new_standard, limit=200)[0]
dG0_new = dG0 + (1 + 1 - 1) * mu_shift
assert abs(dG0_new - (dG0 + RT * np.log(new_standard))) < 1e-6
assert dG0 > 0 > dG0_new
alpha_new = alpha_minimized(1e-3 / new_standard, shift=mu_shift)
assert abs(alpha_new - alpha_formula(1e-3)) < MIN_TOL

# Inert carrier gas at a total pressure of 1 bar.
r = 999.0
quadratic = 1 + 1 / K
alpha_carrier = (-r + np.sqrt(r**2 + 4 * quadratic * (1 + r))) / (2 * quadratic)
assert abs(alpha_minimized(1.0, inert=r) - alpha_carrier) < MIN_TOL

# Fixed volume: canonical sum over the number of dissociated molecules.
initial_p = 1e-3
ratio = K / initial_p
alpha_volume = (-ratio + np.sqrt(ratio**2 + 4 * ratio)) / 2
N = 4000
volume = N * constants.k * T / (initial_p * constants.bar)
log_scale = np.log(volume * constants.bar / (constants.k * T))
log_q_ab = log_scale
log_q_a = log_scale - MU_A / RT
log_q_b = log_scale - (dG0 - MU_A) / RT
n = np.arange(N + 1)
log_w = ((N - n) * log_q_ab - gammaln(N - n + 1)
         + n * (log_q_a + log_q_b) - 2 * gammaln(n + 1))
weights = np.exp(log_w - log_w.max())
alpha_canonical = np.dot(n, weights) / weights.sum() / N
assert abs(alpha_canonical - alpha_volume) < 1e-3   # finite-N correction
assert abs(alpha_carrier - alpha_volume) < 1e-3     # large but finite r

# Control: AB + C <=> AC + B has no change in the number of gas molecules.
exchange_mu = np.array([0.0, 0.0, MU_A, dG0 - MU_A])
exchange = [minimum(lambda x, p=p: gibbs([1 - x, 1 - x, x, x],
                                         exchange_mu, p, T))
            for p in (1.0, 1e-5)]
exchange_formula = np.sqrt(K) / (1 + np.sqrt(K))
assert max(abs(x - exchange_formula) for x in exchange) < MIN_TOL

# Temperature of half dissociation at two pressures.
half_temperatures = []
for p in (1.0, 1e-3):
    formula = H0 / (S0 - R * np.log(p / 3))
    root = brentq(lambda t: alpha_minimized(p, temp=t) - 0.5, 600, 1300)
    assert abs(root - formula) < 0.01
    half_temperatures.append(formula)
assert half_temperatures[1] < half_temperatures[0]

# Kinetics at constant T and P, integrated from concentrations.
prefactor, barrier, residence, p_run = 1e13, 200.0, 0.1, 1e-3
k_forward = prefactor * np.exp(-barrier / RT)
K_concentration = K * constants.bar / (constants.R * T)   # mol/m^3
k_reverse = k_forward / K_concentration


def rate(time, amounts):
    ab, a, b = amounts
    vol = (ab + a + b) * constants.R * T / (p_run * constants.bar)
    net = k_forward * ab - k_reverse * a * b / vol
    return [-net, net, net]


def alpha_after(time):
    run = solve_ivp(rate, (0.0, time), [1.0, 0.0, 0.0],
                    method="LSODA", rtol=1e-9, atol=1e-11)
    assert run.success
    return run.y[1, -1]


alpha_eq = alpha_formula(p_run)


def time_formula(a):
    x = a / alpha_eq
    return (alpha_eq * np.arctanh(x)
            - 0.5 * alpha_eq**2 * np.log(1 - x**2)) / k_forward


alpha_residence = alpha_after(residence)
assert abs(time_formula(alpha_residence) / residence - 1) < 1e-5
time_90 = time_formula(0.9 * alpha_eq)
assert abs(alpha_after(time_90) - 0.9 * alpha_eq) < 1e-6
assert alpha_residence < 0.2 * alpha_eq

print(f"Standard reaction enthalpy: {H0:.1f} kJ/mol")
print(f"Standard reaction entropy: {1000 * S0:.1f} J/(mol K)")
print(f"Temperature: {T:.1f} K")
print(f"RT: {RT:.4f} kJ/mol")
print(f"Standard reaction free energy: {dG0:.3f} kJ/mol")
print(f"Equilibrium constant K (p0 = 1 bar): {K:.4e}")
for p in pressures:
    print(f"Equilibrium alpha at {p:.0e} bar: {alpha_formula(p):.4f}")
print(f"Square-root estimate of alpha at 1 bar: {sqrt_estimate:.4f}")
print(f"Pressure for half dissociation: {p_half:.4e} bar")
for a, p in states:
    q = a**2 / (1 - a**2) * p
    print(f"Q at alpha {a:.2f}, {p:.0e} bar: {q:.4e}")
    print(f"  RT ln Q: {RT * np.log(q):.3f} kJ/mol")
    print(f"  reaction free energy: {reaction_free_energy(a, p):.3f} kJ/mol")
print(f"RT ln(1e-3): {RT * np.log(1e-3):.3f} kJ/mol")
print(f"Alternative standard pressure: {new_standard:.0e} bar")
print(f"Standard free energy there: {dG0_new:.3f} kJ/mol")
print(f"Alpha at 1e-3 bar with that standard: {alpha_new:.4f}")
print(f"Inert moles per initial mole AB: {r:.0f}")
print(f"Initial AB partial pressure in carrier: {1 / (1 + r):.1e} bar")
print(f"Alpha in carrier at total 1 bar: {alpha_carrier:.4f}")
print(f"Alpha at fixed volume, initial 1e-3 bar: {alpha_volume:.4f}")
print(f"Molecules in canonical sum: {N}")
print(f"Alpha from canonical sum: {alpha_canonical:.4f}")
print(f"Exchange extent at 1 bar: {exchange[0]:.4f}")
print(f"Exchange extent at 1e-5 bar: {exchange[1]:.4f}")
print(f"Temperature where dG0 = 0: {H0 / S0:.1f} K")
print(f"Half-dissociation T at 1 bar: {half_temperatures[0]:.1f} K")
print(f"Half-dissociation T at 1e-3 bar: {half_temperatures[1]:.1f} K")
print(f"Rate prefactor: {prefactor:.1e} 1/s")
print(f"Activation energy: {barrier:.1f} kJ/mol")
print(f"Dissociation rate constant: {k_forward:.4f} 1/s")
print(f"Residence time: {residence:.2f} s")
print(f"Alpha after residence at 1e-3 bar: {alpha_residence:.4f}")
print(f"Time to 90% of equilibrium alpha: {time_90:.3f} s")
print("tests ok")
```

Output:

```
Standard reaction enthalpy: 160.0 kJ/mol
Standard reaction entropy: 140.0 J/(mol K)
Temperature: 800.0 K
RT: 6.6516 kJ/mol
Standard reaction free energy: 48.000 kJ/mol
Equilibrium constant K (p0 = 1 bar): 7.3448e-04
Equilibrium alpha at 1e+00 bar: 0.0271
Equilibrium alpha at 1e-01 bar: 0.0854
Equilibrium alpha at 1e-02 bar: 0.2616
Equilibrium alpha at 1e-03 bar: 0.6507
Equilibrium alpha at 1e-04 bar: 0.9382
Equilibrium alpha at 1e-05 bar: 0.9933
Square-root estimate of alpha at 1 bar: 0.0271
Pressure for half dissociation: 2.2035e-03 bar
Q at alpha 0.01, 1e+00 bar: 1.0001e-04
  RT ln Q: -61.263 kJ/mol
  reaction free energy: -13.263 kJ/mol
Q at alpha 0.20, 1e+00 bar: 4.1667e-02
  RT ln Q: -21.139 kJ/mol
  reaction free energy: 26.861 kJ/mol
Q at alpha 0.20, 1e-03 bar: 4.1667e-05
  RT ln Q: -67.086 kJ/mol
  reaction free energy: -19.086 kJ/mol
RT ln(1e-3): -45.947 kJ/mol
Alternative standard pressure: 1e-04 bar
Standard free energy there: -13.263 kJ/mol
Alpha at 1e-3 bar with that standard: 0.6507
Inert moles per initial mole AB: 999
Initial AB partial pressure in carrier: 1.0e-03 bar
Alpha in carrier at total 1 bar: 0.5652
Alpha at fixed volume, initial 1e-3 bar: 0.5651
Molecules in canonical sum: 4000
Alpha from canonical sum: 0.5651
Exchange extent at 1 bar: 0.0264
Exchange extent at 1e-5 bar: 0.0264
Temperature where dG0 = 0: 1142.9 K
Half-dissociation T at 1 bar: 1072.9 K
Half-dissociation T at 1e-3 bar: 774.6 K
Rate prefactor: 1.0e+13 1/s
Activation energy: 200.0 kJ/mol
Dissociation rate constant: 0.8742 1/s
Residence time: 0.10 s
Alpha after residence at 1e-3 bar: 0.0834
Time to 90% of equilibrium alpha: 1.498 s
tests ok
```
